# Tin and Lead Halide Perovskites: Easier Oxidation, Conditionally Smaller Gaps: a numerical check

```python
"""Sn versus Pb in a cubic ABX3 halide, s-p tight-binding model.
Result under test: at the zone corner R the antibonding s-p level is
  Ev = (Es+Ex)/2 + sqrt(((Ex-Es)/2)**2 + 12 V**2),
with Es the B ns level, Ex the X p level, V the B s - X p sigma hopping.
A shallower Es raises Ev. The lowest B p level at R is
  Ec = (Eh+Exs)/2 + sqrt(((Eh-Exs)/2)**2 + 4 W**2),
with Eh the B np1/2 level, Exs the X s level, W the B p - X s hopping.
While Ev < Ec they are the valence maximum and the conduction minimum, and
the gap change is the conduction shift minus the valence shift.
Atomic levels: spherical Dirac-Kohn-Sham atoms, local density approximation.
Atomic solver in hartree and bohr; band model in eV."""
from functools import lru_cache
from itertools import combinations_with_replacement
import numpy as np
from scipy import constants
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh, cholesky, solve_triangular
from pyscf import gto, dft

HARTREE = constants.physical_constants["Hartree energy in eV"][0]
BOHR = constants.physical_constants["Bohr radius"][0] * 1e10
c = 1 / constants.fine_structure

# ---------- radial atoms: logarithmic grid and Gaussian basis ----------
x = np.linspace(np.log(1e-7), np.log(50.0), 1000)
r = np.exp(x)
w = (x[1] - x[0]) * r
col = r[:, None]


def orthonormalizer(functions):
    gram = functions.T @ (w[:, None] * functions)
    low = cholesky(gram, lower=True)
    return solve_triangular(low, np.eye(len(low)), lower=True).T


@lru_cache(maxsize=None)
def radial_basis(kappa, relativistic):
    l = kappa if kappa > 0 else -kappa - 1
    # The ratio 1.8 is close enough to resolve the nodes of a 6s function.
    a = 0.015 * 1.8 ** np.arange((37, 37, 26, 24)[l])
    P = a ** ((2 * l + 3) / 4) * col ** (l + 1) * np.exp(-a * col**2)
    D = ((l + 1 + kappa) / col - 2 * a * col) * P   # (d/dr + kappa/r) P
    U = orthonormalizer(P)
    large, DL = P @ U, D @ U
    if not relativistic:
        return large, None, 0.5 * DL.T @ (w[:, None] * DL)
    small = D @ orthonormalizer(D)                 # kinetic balance
    return large, small, c * small.T @ (w[:, None] * DL)


def radial_states(kappa, v, relativistic, keep=8):
    L, S, T = radial_basis(kappa, relativistic)
    wv = (w * v)[:, None]
    VL = L.T @ (wv * L)
    if not relativistic:
        e, C = eigh(T + VL)
        P = L @ C[:, :keep]
        return e[:keep], P, np.zeros_like(P)
    m = L.shape[1]
    VS = S.T @ (wv * S) - 2 * c**2 * np.eye(m)
    e, C = eigh(np.block([[VL, T.T], [T, VS]]))
    pick = slice(m, m + keep)                      # electron-like states
    return e[pick], L @ C[:m, pick], S @ C[m:, pick]


def lda(rho):
    """Slater exchange and Perdew-Wang correlation, unpolarized."""
    rho = np.maximum(rho, 1e-30)
    rs = (3 / (4 * np.pi * rho)) ** (1 / 3)
    ex = -0.75 * (3 * rho / np.pi) ** (1 / 3)
    A, a1 = 0.0310907, 0.21370
    b = (7.5957, 3.5876, 1.6382, 0.49294)
    q = 2 * A * (b[0] * rs**0.5 + b[1] * rs + b[2] * rs**1.5 + b[3] * rs**2)
    dq = 2 * A * (0.5 * b[0] * rs**-0.5 + b[1]
                  + 1.5 * b[2] * rs**0.5 + 2 * b[3] * rs)
    log = np.log1p(1 / q)
    ec = -2 * A * (1 + a1 * rs) * log
    dec = -2 * A * a1 * log + 2 * A * (1 + a1 * rs) * dq / (q * (q + 1))
    return ex + ec, 4 / 3 * ex + ec - rs / 3 * dec


def atom(Z, shells, relativistic=True):
    """shells: {l: occupations}. Returns total energy and outermost states."""
    v = Z / r * (1 - (1 + 0.6 * Z ** (1 / 3) * r) ** -2)
    for _ in range(200):
        D, band, outer = np.zeros_like(r), 0.0, {}
        for l, occ in shells.items():
            for kappa in ((-1,) if l == 0 else (l, -l - 1)):
                e, P, Q = radial_states(kappa, v - Z / r, relativistic)
                n = len(occ)
                f = np.array(occ) * abs(kappa) / (2 * l + 1)
                D += (P[:, :n] ** 2 + Q[:, :n] ** 2) @ f
                band += f @ e[:n]
                outer[kappa] = (e[n - 1], P[:, n - 1])
        inside = CubicSpline(x, D * r).antiderivative()(x)
        outside = CubicSpline(x, D).antiderivative()(x)
        vh = inside / r + outside[-1] - outside
        exc, vxc = lda(D / (4 * np.pi * r**2))
        step = vh + vxc - v
        if np.max(np.abs(r * step)) < 1e-6:
            return band + np.sum(w * D * (0.5 * vh + exc - v)), outer
        v = v + 0.3 * step
    raise RuntimeError("atomic self-consistency not reached")


# Test: hydrogen-like Dirac levels at Z = 82 from the Sommerfeld formula.
for kappa, n, index in ((-1, 1, 0), (-1, 6, 5), (1, 2, 0), (-2, 2, 0)):
    found = radial_states(kappa, -82 / r, True)[0][index]
    gam = np.sqrt(kappa**2 - (82 / c) ** 2)
    exact = c**2 * ((1 + (82 / c / (n - abs(kappa) + gam)) ** 2) ** -0.5 - 1)
    assert abs(found / exact - 1) < 1e-3, (kappa, n, found, exact)

# Test: Mg without relativity against a three-dimensional molecular code.
mg_basis = [[0, [0.015 * 2.0**k, 1.0]] for k in range(23)]
mg_basis += [[1, [0.015 * 2.0**k, 1.0]] for k in range(1, 17)]
mol = gto.M(atom="Mg 0 0 0", basis={"Mg": mg_basis}, verbose=0)
mf = dft.RKS(mol)
mf.xc = "lda,pw"
mg_reference = mf.kernel()
mg_total, mg_outer = atom(12, {0: [2, 2, 2], 1: [6]}, False)
assert abs(mg_total - mg_reference) < 5e-3, (mg_total, mg_reference)
assert abs(mg_outer[-1][0] - mf.mo_energy[5]) < 1e-3


def metal(name, ns, npx, relativistic=True):
    if name == "Sn":
        return atom(50, {0: [2] * 4 + [ns], 1: [6] * 3 + [npx],
                         2: [10] * 2}, relativistic)
    return atom(82, {0: [2] * 5 + [ns], 1: [6] * 4 + [npx],
                     2: [10] * 3, 3: [14]}, relativistic)


names = ("Sn", "Pb")
free = {b: metal(b, 2, 2)[1] for b in names}
free_nr = {b: metal(b, 2, 2, False)[1] for b in names}
iodine = atom(53, {0: [2] * 5, 1: [6] * 3 + [5], 2: [10] * 2})[1]
lev = {b: dict(s=free[b][-1][0] * HARTREE, ph=free[b][1][0] * HARTREE,
               pt=free[b][-2][0] * HARTREE) for b in names}
s_nr = {b: free_nr[b][-1][0] * HARTREE for b in names}
Exs = iodine[-1][0] * HARTREE
Ex = (iodine[1][0] + 2 * iodine[-2][0]) / 3 * HARTREE
ds = lev["Sn"]["s"] - lev["Pb"]["s"]
ds_nr = s_nr["Sn"] - s_nr["Pb"]
assert ds > 0.5 and ds_nr < 0.25 * ds      # relativity causes the order

# Removal of the s pair, B2+ -> B4+, from total energies; the relativistic
# values are checked by integrating the s eigenvalue over its occupation.
pair, pair_nr = {}, {}
for b in names:
    ions = [metal(b, k, 0) for k in (2, 1, 0)]
    pair[b] = (ions[2][0] - ions[0][0]) * HARTREE
    e2, e1, e0 = (ion[1][-1][0] * HARTREE for ion in ions)
    assert abs(pair[b] + (e2 + 4 * e1 + e0) / 3) < 0.3
    pair_nr[b] = (metal(b, 0, 0, False)[0]
                  - metal(b, 2, 0, False)[0]) * HARTREE
dpair = pair["Pb"] - pair["Sn"]
dpair_nr = pair_nr["Pb"] - pair_nr["Sn"]
assert dpair > 1.0 and dpair_nr < 0.5 * dpair

# ---------- full tight-binding Hamiltonian, 16 orbitals times spin ----------
HOP = dict(ss=-0.8, sp=1.0, ps=1.0, pps=2.0, ppp=-0.4)
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
eps3 = np.zeros((3, 3, 3))
for i, j, k in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    eps3[i, j, k], eps3[i, k, j] = 1, -1
R_POINT = (np.pi, np.pi, np.pi)            # wave vector times lattice constant


def bands(ka, B, hop=HOP):
    H = np.zeros((16, 16), complex)
    for i in range(3):
        co, si = 2 * np.cos(ka[i] / 2), 2j * np.sin(ka[i] / 2)
        xs, xp = 4 + 4 * i, 5 + 4 * i
        H[0, xs] = hop["ss"] * co
        H[0, xp + i] = hop["sp"] * si
        H[1 + i, xs] = -hop["ps"] * si
        for j in range(3):
            H[1 + j, xp + j] = hop["pps" if i == j else "ppp"] * co
    H = H + H.conj().T
    diagonal = [B["s"]] + [(B["ph"] + 2 * B["pt"]) / 3] * 3
    H += np.diag(diagonal + [Exs, Ex, Ex, Ex] * 3)
    full = np.kron(np.eye(2), H)
    for k in range(3):
        L = np.zeros((16, 16), complex)
        L[1:4, 1:4] = -1j * eps3[k]
        full += 2 / 3 * (B["pt"] - B["ph"]) * np.kron(pauli[k] / 2, L)
    return np.linalg.eigh(full)


def edges(B, hop=HOP):
    """Highest filled and lowest empty level at R for 26 electrons."""
    e = bands(R_POINT, B, hop)[0]
    return e[25], e[26]


def s_weight(B, hop=HOP):
    """B s weight of the highest filled level at R."""
    vec = bands(R_POINT, B, hop)[1][:, 25]
    return abs(vec[0]) ** 2 + abs(vec[16]) ** 2


def upper_root(e1, e2, coupling):
    return (e1 + e2) / 2 + np.hypot((e1 - e2) / 2, coupling)


def valence_formula(Es, V):
    return upper_root(Es, Ex, np.sqrt(12) * V)


def conduction_formula(Eh, W):
    return upper_root(Eh, Exs, 2 * W)


def check_levels(B, hop):
    """Both closed formulas against the full matrix, in order of energy."""
    formula = sorted((valence_formula(B["s"], hop["sp"]),
                      conduction_formula(B["ph"], hop["ps"])))
    matrix = edges(B, hop)
    assert np.allclose(matrix, formula, rtol=0, atol=1e-9), (matrix, formula)


SCAN = (0.6, 0.8, 1.0)
edge, weight, V_close = {}, {}, {}
for b in names:
    for V in (0.6, 1.0, 1.4):
        check_levels(lev[b], dict(HOP, sp=V))
    edge[b] = edges(lev[b])
    # Hopping at which the antibonding s-p level reaches the p1/2 level:
    # below it the highest filled level has s weight, above it none.
    Ec = conduction_formula(lev[b]["ph"], HOP["ps"])
    V_close[b] = np.sqrt((Ec - lev[b]["s"]) * (Ec - Ex) / 12)
    assert s_weight(lev[b], dict(HOP, sp=0.99 * V_close[b])) > 0.1
    assert s_weight(lev[b], dict(HOP, sp=1.01 * V_close[b])) < 1e-6
    assert max(SCAN) < V_close[b]
    weight[b] = s_weight(lev[b])
    up = dict(lev[b], s=lev[b]["s"] + 1e-4)
    dn = dict(lev[b], s=lev[b]["s"] - 1e-4)
    slope = (edges(up)[0] - edges(dn)[0]) / 2e-4
    assert abs(slope - weight[b]) < 1e-6
    mesh = combinations_with_replacement(np.linspace(0, np.pi, 7), 3)
    e = np.array([bands(k, lev[b])[0] for k in mesh])
    assert e[:, 25].max() < edge[b][0] + 1e-9      # valence maximum at R
    assert e[:, 26].min() > edge[b][1] - 1e-9      # conduction minimum at R

rise_v = edge["Sn"][0] - edge["Pb"][0]
rise_c = edge["Sn"][1] - edge["Pb"][1]
gap = {b: edge[b][1] - edge[b][0] for b in names}
assert weight["Pb"] * ds < rise_v < weight["Sn"] * ds < 0.5 * ds
no_mix = dict(HOP, sp=0.0)
assert abs(edges(lev["Sn"], no_mix)[0] - edges(lev["Pb"], no_mix)[0]) < 1e-9

# Pb turned into Sn in three moves: s level, p average, spin-orbit splitting.
mean = {b: (lev[b]["ph"] + 2 * lev[b]["pt"]) / 3 for b in names}
split = {b: lev[b]["pt"] - lev[b]["ph"] for b in names}
move1 = dict(lev["Pb"], s=lev["Sn"]["s"])
shift = mean["Sn"] - mean["Pb"]
move2 = dict(move1, ph=move1["ph"] + shift, pt=move1["pt"] + shift)
path = []
for B in (lev["Pb"], move1, move2, lev["Sn"]):
    assert s_weight(B) > 0.1               # normal order of the two edges
    path.append(edges(B)[1] - edges(B)[0])
parts = np.diff(path)
assert parts[0] < 0                        # the s level alone narrows the gap

# Tin hopping at which the two gaps would be equal.
target = edge["Sn"][1] - gap["Pb"]
V_equal = np.sqrt((target - lev["Sn"]["s"]) * (target - Ex) / 12)
equal = edges(lev["Sn"], dict(HOP, sp=V_equal))
assert abs(equal[1] - equal[0] - gap["Pb"]) < 1e-8

# ---------- orbital overlaps: second estimate of the hopping ----------
DIST = 3.15                                # angstrom, same for both metals


def sigma_overlap(Ps, Pp, d):
    """s orbital on one centre, p orbital along the axis on the other."""
    u, wu = np.polynomial.legendre.leggauss(140)
    t = (u + 1) / 2
    xi, eta = (1 + 2 * t / (1 - t))[:, None], u[None, :]
    wxi = (wu / (1 - t) ** 2)[:, None]
    ra, rb = d / 2 * (xi + eta), d / 2 * (xi - eta)

    def radial(P, rad):
        inside = np.minimum(rad, r[-1])
        return np.where(rad < r[-1], CubicSpline(x, P)(np.log(inside)), 0) / rad
    f = radial(Ps, ra) * radial(Pp, rb) * (xi * eta - 1) / (xi - eta)
    volume = 2 * np.pi * (d / 2) ** 3 * (xi**2 - eta**2)
    return np.sqrt(3) / (4 * np.pi) * np.sum(wxi * wu * volume * f)


d = DIST / BOHR
g = 0.1
gs, gp = r * np.exp(-g * r**2), r**2 * np.exp(-g * r**2)
gs, gp = gs / np.sqrt(np.sum(w * gs**2)), gp / np.sqrt(np.sum(w * gp**2))
exact = -np.sqrt(g) * d * np.exp(-g * d**2 / 2)
assert abs(sigma_overlap(gs, gp, d) - exact) < 1e-5
S_v = {b: abs(sigma_overlap(free[b][-1][1], iodine[-2][1], d)) for b in names}
S_c = {b: abs(sigma_overlap(iodine[-1][1], free[b][1][1], d)) for b in names}
ratio_v, ratio_c = S_v["Sn"] / S_v["Pb"], S_c["Sn"] / S_c["Pb"]
scaled = dict(HOP, sp=HOP["sp"] * ratio_v, ps=HOP["ps"] * ratio_c)
check_levels(lev["Sn"], scaled)
ev_s = valence_formula(lev["Sn"]["s"], scaled["sp"])
ec_s = conduction_formula(lev["Sn"]["ph"], scaled["ps"])

# ---------- output ----------
print("Free-atom levels, Dirac-Kohn-Sham LDA (eV)")
for b in names:
    print(f"{b}: ns {lev[b]['s']:.2f}, np1/2 {lev[b]['ph']:.2f}, "
          f"np3/2 {lev[b]['pt']:.2f}")
    print(f"{b}: np average {mean[b]:.2f}, np splitting {split[b]:.2f}")
    print(f"{b}: ns without relativity {s_nr[b]:.2f}")
print(f"I: 5s {Exs:.2f}, 5p average {Ex:.2f}")
print(f"ns difference Sn-Pb, relativistic: {ds:.2f} eV")
print(f"ns difference Sn-Pb, nonrelativistic: {ds_nr:.2f} eV")
print("Hoppings (eV):", ", ".join(f"{k} {v:.1f}" for k, v in HOP.items()))
print("Band edges at R, equal hoppings")
for b in names:
    print(f"{b}: valence {edge[b][0]:.3f} eV, conduction {edge[b][1]:.3f} eV")
    print(f"{b}: gap {gap[b]:.3f} eV, s weight at valence edge {weight[b]:.3f}")
    print(f"{b}: gap closes at hopping V = {V_close[b]:.3f} eV")
print(f"Valence rise Sn-Pb: {rise_v:.3f} eV")
print(f"Bounds on it: {weight['Pb']*ds:.3f} and {weight['Sn']*ds:.3f} eV")
print(f"Conduction rise Sn-Pb: {rise_c:.3f} eV")
print(f"Gap change Sn-Pb: {gap['Sn']-gap['Pb']:.3f} eV")
print(f"  from the s level: {parts[0]:.3f} eV")
print(f"  from the p average: {parts[1]:.3f} eV")
print(f"  from spin-orbit splitting: {parts[2]:.3f} eV")
for V in SCAN:
    dv = valence_formula(lev["Sn"]["s"], V) - valence_formula(lev["Pb"]["s"], V)
    print(f"V = {V:.1f} eV: valence rise {dv:.3f} eV, "
          f"gap change {rise_c-dv:.3f} eV")
dv_nr = valence_formula(s_nr["Sn"], 1.0) - valence_formula(s_nr["Pb"], 1.0)
print(f"Valence rise with nonrelativistic ns levels: {dv_nr:.3f} eV")
print(f"Sn hopping V for equal gaps: {V_equal:.3f} eV")
print(f"Overlaps at {DIST:.2f} angstrom")
for b in names:
    print(f"{b}: ns-I 5p {S_v[b]:.4f}, np1/2-I 5s {S_c[b]:.4f}")
print(f"Overlap ratios Sn/Pb: {ratio_v:.3f} (ns), {ratio_c:.3f} (np1/2)")
print("Sn with overlap-scaled hoppings, Pb unchanged")
print(f"Sn: valence {ev_s:.3f} eV, conduction {ec_s:.3f} eV")
print(f"Sn: gap {ec_s-ev_s:.3f} eV")
print(f"Valence rise Sn-Pb: {ev_s-edge['Pb'][0]:.3f} eV")
print(f"Gap change Sn-Pb: {ec_s-ev_s-gap['Pb']:.3f} eV")
print("Removal of the s pair, B2+ to B4+, free ions (eV)")
for b in names:
    print(f"{b}: relativistic {pair[b]:.2f}, nonrelativistic {pair_nr[b]:.2f}")
print(f"Pb-Sn: relativistic {dpair:.2f}, nonrelativistic {dpair_nr:.2f}")
print("PASS")
```

Printed output:

```
Free-atom levels, Dirac-Kohn-Sham LDA (eV)
Sn: ns -10.80, np1/2 -4.19, np3/2 -3.72
Sn: np average -3.88, np splitting 0.46
Sn: ns without relativity -10.05
Pb: ns -12.26, np1/2 -4.82, np3/2 -3.31
Pb: np average -3.82, np splitting 1.51
Pb: ns without relativity -9.72
I: 5s -17.63, 5p average -7.26
ns difference Sn-Pb, relativistic: 1.46 eV
ns difference Sn-Pb, nonrelativistic: -0.33 eV
Hoppings (eV): ss -0.8, sp 1.0, ps 1.0, pps 2.0, ppp -0.4
Band edges at R, equal hoppings
Sn: valence -5.144 eV, conduction -3.898 eV
Sn: gap 1.246 eV, s weight at valence edge 0.273
Sn: gap closes at hopping V = 1.392 eV
Pb: valence -5.492 eV, conduction -4.516 eV
Pb: gap 0.977 eV, s weight at valence edge 0.207
Pb: gap closes at hopping V = 1.332 eV
Valence rise Sn-Pb: 0.348 eV
Bounds on it: 0.303 and 0.398 eV
Conduction rise Sn-Pb: 0.618 eV
Gap change Sn-Pb: 0.270 eV
  from the s level: -0.348 eV
  from the p average: -0.061 eV
  from spin-orbit splitting: 0.679 eV
V = 0.6 eV: valence rise 0.209 eV, gap change 0.409 eV
V = 0.8 eV: valence rise 0.286 eV, gap change 0.332 eV
V = 1.0 eV: valence rise 0.348 eV, gap change 0.270 eV
Valence rise with nonrelativistic ns levels: -0.107 eV
Sn hopping V for equal gaps: 1.087 eV
Overlaps at 3.15 angstrom
Sn: ns-I 5p 0.1908, np1/2-I 5s 0.2204
Pb: ns-I 5p 0.1812, np1/2-I 5s 0.2046
Overlap ratios Sn/Pb: 1.053 (ns), 1.077 (np1/2)
Sn with overlap-scaled hoppings, Pb unchanged
Sn: valence -4.978 eV, conduction -3.852 eV
Sn: gap 1.126 eV
Valence rise Sn-Pb: 0.514 eV
Gap change Sn-Pb: 0.150 eV
Removal of the s pair, B2+ to B4+, free ions (eV)
Sn: relativistic 73.00, nonrelativistic 70.17
Pb: relativistic 76.04, nonrelativistic 67.09
Pb-Sn: relativistic 3.04, nonrelativistic -3.08
PASS
```
